# Slab-truncated Coulomb kernel and RPA correlation energy of an isolated layer, part 2

An isolated layer, homogeneous and isotropic in the plane, is repeated along $z$ with period $L$. We seek the error this causes in its RPA correlation energy, in Hartree atomic units. The in-plane wave vector is $\mathbf q$; the normal one is $k_n=(2\pi n+\theta)/L$, with integer $n$ and Bloch phase $\theta$. Per area and layer,

$$E=\int\frac{d^2q}{(2\pi)^2}\int_0^\infty\frac{du}{2\pi}\,\langle f\rangle_\theta,\qquad f(q,u,\theta)=\mathrm{tr}\,[\ln(1-\chi_0v)+\chi_0v].$$

"Stack" means the full $\theta$ average, "Γ" means $\theta=0$ alone. The fixed response $\chi_0=\sum_a\rho_a(z)\Pi_a\rho_a(z')$ vanishes outside $|z|,|z'|\le d/2$, and $L\ge d$.

The bare kernel is $4\pi/(q^2+k^2)$. Replacing $1/r$ by $H(R-|z|)/r$, with $H$ the unit step, gives the truncated kernel $v_R$. For $R=L/2$, $\theta=0$,

$$v_{L/2}(q,k_n)=\frac{4\pi}{q^2+k_n^2}\Big[1-(-1)^ne^{-qL/2}\Big],\tag{2}$$

whose $n=0$ component obeys $v/L\to2\pi/q$ as $q\to0$.

A kernel sampled at the $k_n$ represents a real-space interaction $W(z)$ that includes the periodic copies, with $V_{ab}=\iint\rho_aW\rho_b$. For the isolated layer $W=c\,e^{-q|z-z'|}$, $c=2\pi/q$, and $V=V^0$. Then

$$d\le R\le L-d\quad\Rightarrow\quad V=V^0,\quad f(q,u,\theta)=f_{\rm iso}(q,u)\ \text{ for every }q,u,\theta.\tag{6}$$

For the bare kernel and a mirror-symmetric layer, $\delta f=f-f_{\rm iso}$ is

$$\delta f=\ln\big[1-2c\,\mathrm{Re}\,s\,(\chi_e-\chi_o)-4c^2|s|^2\chi_e\chi_o\big]+2c\,\mathrm{Re}\,s\,(\chi^0_e-\chi^0_o).\tag{7}$$

Here $x=qL$, $\varepsilon=e^{-x}$, $s=1/(e^{x-i\theta}-1)$, $\chi=(1-\Pi V^0)^{-1}\Pi$, $e_a=\int\rho_a\cosh qz\,dz$, $o_a=\int\rho_a\sinh qz\,dz$, $\chi_e=e\chi e$, $\chi_o=o\chi o$, $\chi^0_e=e\Pi e$, $\chi^0_o=o\Pi o$.

For a gapped layer, with $L\gg2\pi\alpha_\parallel,2\pi\alpha_z$ and a converged $\mathbf q$ integral, the leading bare-kernel errors are

$$\delta E_{\rm stack}=-\frac{3\zeta(4)}{8L^4}\int_0^\infty du\,(\alpha_\parallel+\alpha_z)^2,\tag{8}$$

$$\delta E_\Gamma=+\frac{c_3}{L^3},\qquad c_3=\frac{2\zeta(3)}\pi\int_0^\infty du\,(\alpha^0_z-\alpha_z)\ge0.\tag{9}$$

Here $\alpha_\parallel(iu)$ is the in-plane polarizability per area; $\alpha_z=-\langle z|\chi|z\rangle_{q=0}$ and $\alpha^0_z=-\langle z|\chi_0|z\rangle_{q=0}$ are the screened and unscreened normal ones, with $\langle g|\chi|h\rangle=\iint g\chi h$.

**(g)** Let the layer be a metal: an electron gas in a hard-wall well of width $d$, with only the lowest subband occupied up to $k_F$ and areal density $n=k_F^2/2\pi$. Find $\chi_0$ and the leading large-$L$ errors.

**Solution.** The subband functions are $\varphi_j=\sqrt{2/d}\,\sin(j\pi\eta/d)$ with $\eta=z+d/2$, and $E_j=j^2\pi^2/2d^2$. An excitation from $(1,\mathbf k)$ to $(j,\mathbf k+\mathbf q)$ has transition density $\rho_j=\varphi_1\varphi_j$ and energy $\Delta=E_j-E_1+q^2/2+\mathbf k\cdot\mathbf q$. The resonant and antiresonant terms, with 2 for spin, give

$$\Pi_j=2\int_{k<k_F}\frac{d^2k}{(2\pi)^2}\Big[\frac1{iu-\Delta}-\frac1{iu+\Delta}\Big]=-4\int_{k<k_F}\frac{d^2k}{(2\pi)^2}\,\mathrm{Re}\frac1{\Delta+iu}.$$

For $j=1$ the final state need not be restricted to be empty: if both $\mathbf k$ and $\mathbf k+\mathbf q$ are occupied, the map $\mathbf k\to-\mathbf k-\mathbf q$ reverses the sign of $\Delta$, and the odd integrand $\Delta/(u^2+\Delta^2)$ cancels in pairs. Let $\omega_j=E_j-E_1+q^2/2+iu$. For real $\omega>a>0$ the substitution $t=\tan(\phi/2)$ gives $\int_0^{2\pi}d\phi/(\omega+a\cos\phi)=2\int_{-\infty}^\infty dt/[(\omega+a)+(\omega-a)t^2]=2\pi/\sqrt{\omega^2-a^2}$, and both sides continue analytically to $\mathrm{Im}\,\omega>0$ with the root that behaves as $\omega$ at infinity. With $a=qk$, $\int_0^{k_F}k\,dk/\sqrt{\omega^2-q^2k^2}=[\omega-\sqrt{\omega^2-q^2k_F^2}]/q^2=k_F^2/[\omega+\sqrt{\omega^2-q^2k_F^2}]$. Hence

$$\Pi_j=-\frac{2k_F^2}\pi\,\mathrm{Re}\,\frac1{\omega_j+\sqrt{\omega_j^2-q^2k_F^2}},\tag{10}$$

which was tested against quadrature over the Fermi disc. Orthonormality gives $\int\rho_j\,dz=\delta_{j1}$, so only the intraband term carries net charge, and $\rho_j$ is odd for even $j$.

Three properties of $\Pi_1$ are needed. First, for $u\gg qk_F$, expand $1/(\omega+\sqrt{\omega^2-a^2})\approx1/2\omega+a^2/8\omega^3$ with $\omega=q^2/2+iu$, $a=qk_F$. To leading order in $q^2/u$, $\mathrm{Re}(1/\omega)=q^2/2u^2$ and $\mathrm{Re}(1/\omega^3)=-3q^2/2u^4$, so $\Pi_1=-(nq^2/u^2)[1-3q^2k_F^2/4u^2+\dots]$, the Drude form with its first correction. Second, at $u\to0$ and $q<2k_F$ the root is imaginary, the squared modulus of the denominator is $a^2$, and $\Pi_1=-(2k_F^2/\pi)(q^2/2)/(qk_F)^2=-1/\pi$. Third, $\int_0^\infty\Delta\,du/(u^2+\Delta^2)=\frac\pi2\mathrm{sgn}\Delta$ with $\Delta=q(k_x+q/2)$. The area with $k_x>-q/2$ minus the area with $k_x<-q/2$ is the strip $|k_x|<q/2$, of area $4\int_0^{q/2}\sqrt{k_F^2-k_x^2}\,dk_x=2k_F^2[\arcsin\xi+\xi\sqrt{1-\xi^2}]$ with $\xi=q/2k_F<1$ (for $q\ge2k_F$ the strip covers the whole disc and $S_0=1$ below). Therefore

$$\int_0^\infty\frac{du}{2\pi}\,\Pi_1=-\frac n2S_0(q),\qquad S_0=\frac2\pi\big[\arcsin\xi+\xi\sqrt{1-\xi^2}\big]\approx\frac{2q}{\pi k_F}.$$

At small $q$, $e_1\to1$ and $V^0_{11}\to c$, so $\chi_e=-|\Pi_1|/(1+c|\Pi_1|)$ up to relative order $qd$. Now $c\chi_e$ is of order one and (7) cannot be expanded in it. Setting $\chi_o=0$ for the moment, the argument of the logarithm is $(1+c|\Pi_1|\Lambda)/(1+c|\Pi_1|)$, where

$$\Lambda=1+2\,\mathrm{Re}\,s=\frac{1-\varepsilon^2}{1-2\varepsilon\cos\theta+\varepsilon^2}=\frac{\sinh x}{\cosh x-\cos\theta}$$

follows from putting $s=\varepsilon e^{i\theta}/(1-\varepsilon e^{i\theta})$ over a common denominator. In the Drude form $c|\Pi_1|=\omega_q^2/u^2$ with $\omega_q^2=2\pi nq$, the plasmon of the sheet. The integral $\int_0^\infty du\ln[(u^2+a^2)/(u^2+b^2)]=\pi(a-b)$ holds because its derivative with respect to $a$ is $\int2a\,du/(u^2+a^2)=\pi$ and it vanishes at $a=b$. The logarithm thus contributes $\frac12\omega_q(\sqrt\Lambda-1)$, the shift of the plasmon zero-point energy. The Drude form may be used for all $u$: at $u\sim\omega_q$ its correction is of relative order $q^2k_F^2/\omega_q^2\propto q$, and for $u\lesssim qk_F$ both the exact and the Drude logarithm equal $\ln\Lambda$ up to terms of order $1/c|\Pi_1|\sim q$ over a range $qk_F$, a contribution $\propto q^2$ against the leading $q^{1/2}$. With $q=x/L$,

$$\int\frac{q\,dq}{2\pi}\,\frac{\omega_q}2\big(\langle\sqrt\Lambda\rangle-1\big)=\frac{\sqrt{2\pi n}}{L^{5/2}}\,\frac1{4\pi}\int_0^\infty dx\,x^{3/2}\big(\langle\sqrt\Lambda\rangle-1\big).$$

For the full average the trace term vanishes. Substituting $\theta=\pi-2\phi$ gives $\cosh x-\cos\theta=\cosh x+1-2\sin^2\phi=2\cosh^2(x/2)\,[1-\mu\sin^2\phi]$ with $\mu=\mathrm{sech}^2(x/2)$, and $\sinh x/2\cosh^2(x/2)=\tanh(x/2)$. With $K(\mu)=\int_0^{\pi/2}d\phi/\sqrt{1-\mu\sin^2\phi}$,

$$\delta E_{\rm stack}=C_s\frac{\sqrt{2\pi n}}{L^{5/2}},\qquad C_s=\frac1{4\pi}\int_0^\infty dx\,x^{3/2}\Big[\sqrt{\tanh\tfrac x2}\;\frac2\pi K(\mu)-1\Big]=-0.005171.\tag{11}$$

The sign is fixed in advance: $\langle\Lambda\rangle=1$ and the square root is concave, so $\langle\sqrt\Lambda\rangle\le1$. All orders in $s$ contribute to the same power of $L$, so this dispersion energy is not a sum over pairs of layers. The odd sector enters with $c\chi_o\sim2\pi\alpha_zq$. Its term linear in $\mathrm{Re}\,s$ averages to zero where $\chi_e$ is negligible, and what remains is weighted by $c\chi_e$, whose frequency integral is of order $\omega_q$. It is of order $q^{3/2}$ and gives a relative correction $1/L$.

For Γ sampling $\Lambda=\sinh x/(\cosh x-1)=\coth(x/2)$, and three terms appear. The plasmon term has the coefficient $C_\Gamma=\frac1{4\pi}\int x^{3/2}[\sqrt{\coth(x/2)}-1]\,dx=0.121852$. The even trace term is $2cs\cdot(-\frac n2S_0)=-(4\pi/q)\,(nq/\pi k_F)\,s=-(4n/k_F)\,s$, and $\int\frac{q\,dq}{2\pi}\frac1{e^{qL}-1}=\frac{\zeta(2)}{2\pi L^2}=\frac\pi{12L^2}$ turns it into $-\pi n/3k_FL^2=-k_F/6L^2$. The odd factor $1+2cs\chi_o$ separates exactly at $\theta=0$ and reproduces (9). Together,

$$\delta E_\Gamma=-\frac{k_F}{6L^2}+C_\Gamma\frac{\sqrt{2\pi n}}{L^{5/2}}+\frac{c_3}{L^3}+O(L^{-7/2}).\tag{12}$$

The leading term comes from the subtraction $+\chi_0v$, which removes from the logarithm the piece counted as exchange. For a thin layer the exchange energy is $\frac n2\int\frac{d^2q}{(2\pi)^2}(S_0-1)\,W$. Evaluated with the same Γ-sampled bare kernel, its $S_0$ part has the error $+k_F/6L^2$, but its $-1$ part has the error $-n\int dq/(e^{qL}-1)$, which diverges logarithmically at small $q$ and needs separate treatment, so adding exchange does not simply repair (12). Equations (11) and (12) hold when $L$ is large against $d$, $1/k_F$ and the Bohr radius, the last because the Drude form needs $q^2k_F^2/\omega_q^2=q\ll1$ in atomic units. They describe a collisionless gas at zero temperature without retardation.

**(h)** Take $d=6$ bohr, $k_F=0.5$ bohr$^{-1}$ and four subbands, the number being part of the model's definition. Besides the metal, consider a gapped model of the same density with one in-plane mode, $\Pi_1=-nq^2/[u^2+(\omega_0+q^2/2)^2]$, $\omega_0=0.5$ Ha, and $\Pi_j=-2n\Delta_j/(u^2+\Delta_j^2)$, $\Delta_j=E_j-E_1+q^2/2$, for $j\ge2$. Compare the three treatments for $L=12$ to 96 bohr, and examine $L<2d$.

**Solution.** The density is $n=0.25/2\pi=0.039789$ bohr$^{-2}$, so $\sqrt{2\pi n}=0.5$. The Fermi energy 0.125 Ha lies below the first subband spacing; the spacings $E_j-E_1$ are 0.4112, 1.0966 and 2.0562 Ha. The isolated energies, from real-space quadrature of $V^0$, are $-2.002\times10^{-3}$ Ha/bohr$^2$ for the metal, which is $-0.0503$ Ha or $-1369$ meV per electron, and $-3.945\times10^{-4}$ Ha/bohr$^2$ for the gapped model, which is $-0.00992$ Ha or $-270$ meV per electron.

The errors $\delta E/n$, in Ha per electron, are for the metal

| $L$ (bohr) | bare, Γ | bare, stack |
|:-:|:-:|:-:|
| 12 | $-1.128\times10^{-2}$ | $-1.887\times10^{-4}$ |
| 24 | $-3.053\times10^{-3}$ | $-2.779\times10^{-5}$ |
| 48 | $-8.071\times10^{-4}$ | $-4.480\times10^{-6}$ |
| 96 | $-2.095\times10^{-4}$ | $-7.556\times10^{-7}$ |

and for the gapped model

| $L$ (bohr) | bare, Γ | bare, stack |
|:-:|:-:|:-:|
| 12 | $+2.180\times10^{-4}$ | $-1.666\times10^{-5}$ |
| 24 | $+3.743\times10^{-5}$ | $-1.015\times10^{-6}$ |
| 48 | $+5.510\times10^{-6}$ | $-6.331\times10^{-8}$ |
| 96 | $+7.492\times10^{-7}$ | $-3.966\times10^{-9}$ |

The Γ columns are plane-wave sums, tested against (7); the stack columns are (7) averaged numerically over $\theta$. With the truncated kernel (2) the plane-wave energy differs from the isolated one by about $10^{-15}$ Ha per electron at every $L$ in the tables, including the limiting case $L=2d=12$. The asserted tolerance is $10^{-8}$ of the isolated energy, and the choice $L=16$, $R=7$, with its negative kernel components, meets it too.

At $L=12$ the metal's Γ error is $-307$ meV per electron, or $0.011276/0.05032=22\%$ of the isolated correlation energy, while the dispersion energy of the stack is $-5.1$ meV, or $0.4\%$. For the gapped model the values are $+5.9$ meV ($2.2\%$) and $-0.45$ meV ($0.17\%$). In both models the Γ artefact exceeds the true dispersion at every $L$ shown, at $L=12$ by factors of 60 and 13, and in the gapped model it has the opposite sign. That sign depends on the small in-plane polarizability of this model, $\alpha_\parallel(0)=0.16$ bohr, whereas real two-dimensional insulators and semiconductors have values of order 1 to 10 bohr. With $\omega_0=0.2$ Ha ($\alpha_\parallel=0.99$ bohr) the Γ error is negative at $L=12$, 24 and 48 and only 0.31 of law (9) at $L=96$. With $\omega_0=0.1$ Ha ($\alpha_\parallel=3.98$ bohr) it is negative at all four $L$. At $L=24$ the stack error is 0.66 and 0.28 of law (8) in these two cases.

The coefficients of the laws need the polarizabilities. For the gapped model $\alpha_\parallel=n/(u^2+\omega_0^2)$, with static value $0.039789/0.25=0.1592$ bohr. As $q\to0$, (10) for $j\ge2$ tends to $-(k_F^2/\pi)\mathrm{Re}(1/\omega_j)=-2n\Delta_j/(u^2+\Delta_j^2)$, so both models share $\alpha^0_z$, $\alpha_z$ and $c_3$. From $\rho_j=\frac1d[\cos\frac{(j-1)\pi\eta}d-\cos\frac{(j+1)\pi\eta}d]$ and $\int_0^d\eta\cos(p\pi\eta/d)\,d\eta=-2d^2/p^2\pi^2$ for odd $p$, the dipole elements for even $j$ are $z_j=-8jd/[\pi^2(j^2-1)^2]$. The static value $\alpha^0_z=\sum_j2nz_j^2/\Delta_j$ has the $j=2$ term $2(0.039789)(96/9\pi^2)^2/0.4112=0.2260$ and the $j=4$ term $0.0003$, in total 0.2263 bohr. Screening with $-2\pi|z-z'|$ lowers it to $\alpha_z=0.1248$ bohr. The frequency integrals are $\int(\alpha^0_z-\alpha_z)du=0.037570$ Ha bohr and $\int(\alpha_\parallel+\alpha_z)^2du=0.033177$ Ha bohr$^2$. With $\zeta(3)=1.20206$ and $\zeta(4)=\pi^4/90$:

- gapped stack: $-\frac38\zeta(4)\times0.033177=-0.013465$ Ha bohr$^2$;
- gapped Γ: $c_3=\frac2\pi\zeta(3)\times0.037570=0.028751$ Ha bohr;
- metal stack: $-0.005171\times0.5=-0.002585$ Ha bohr$^{1/2}$;
- metal Γ: $k_F/6=0.083333$ Ha and $0.121852\times0.5=0.060926$ Ha bohr$^{1/2}$.

These were tested to $10^{-3}$ relative accuracy against (7) integrated at $L=2000$ and 4000 bohr and extrapolated to remove the relative $1/L$ correction. The extrapolated values are $-0.013466$, $+0.028750$, $-0.002585$ and, after subtracting the $L^{-2}$ and $L^{-3}$ terms of (12), $+0.060928$.

At practical cell heights the approach to the laws is uneven. Doubling $L$ reduces the gapped stack error by 16.4, 16.0 and 16.0, against $2^4=16$, and at $L=12$ law (8) gives $-0.013465/(12^4\times0.039789)=-1.632\times10^{-5}$ Ha, within about 2% of the computed value. The gapped Γ error falls by 5.8, 6.8 and 7.4, against 8; at $L=12$ law (9) gives $0.028751/(1728\times0.039789)=4.18\times10^{-4}$ Ha, nearly twice the computed value. At $L=96$ the computed value is 8% below the law, and at $L=4000$ the coefficient 0.028690 is 0.2% below it, both consistent with a relative correction near $-8$ bohr$/L$. The metal stack error falls by 6.8, 6.2 and 5.9, against $2^{5/2}=5.66$. The metal Γ error falls by 3.7, 3.8 and 3.9, against 4, the shortfall being what the positive terms of (12) produce: at $L=96$ the three terms are $-9.042\times10^{-6}$, $+0.675\times10^{-6}$ and $+0.032\times10^{-6}$ Ha/bohr$^2$, whose sum $-8.335\times10^{-6}$ divided by $n$ is $-2.095\times10^{-4}$ Ha, matching the tabulated value. The fourth figure is fortuitous: the excess of the $L=4000$ coefficient 0.060934 over 0.060926, scaled as $1/L$, puts the neglected $L^{-7/2}$ term near $0.004\times10^{-6}$ Ha/bohr$^2$ at $L=96$, where higher terms happen to cancel it, and at $L=48$ the same three terms give $-8.066\times10^{-4}$ Ha against the tabulated $-8.071\times10^{-4}$. At $L=96$ this error is still $0.4\%$ of the isolated energy.

For $L<2d$ the choice $R=L/2$ violates (6), and the truncated energy is in error, as the tests require. The errors are $+1.16\times10^{-5}$ ($L=8$) and $+1.02\times10^{-7}$ Ha per electron ($L=10$) for the metal, and $+2.41\times10^{-5}$ and $+1.65\times10^{-7}$ for the gapped model. They are small: for the metal even $L=8$ with truncation is closer to the isolated energy than $L=96$ with the bare kernel at Γ. The reason lies in the hard walls. Only pairs near opposite walls, at distances $y$ and $y'$ from them with $y+y'<\delta=d-L/2$, are affected. Their separation $\sigma=d-y-y'$ exceeds $L/2$, and the kernel $c\,e^{-q\sigma}$ is replaced by $c\,e^{-q(L-\sigma)}$, a difference $2c\,e^{-qL/2}\sinh q(\sigma-L/2)\approx4\pi e^{-qL/2}(\delta-y-y')$. Each $\rho_j$ vanishes as $y^2$ at a wall, so by scaling $y,y'$ with $\delta$ the change of $V$, and to first order that of the energy, is proportional to $\iint y^2y'^2(\delta-y-y')\,dy\,dy'\propto\delta^7$ at leading order in $\delta$. Between $\delta=2$ and $\delta=1$ this predicts a ratio $2^7=128$, and the computed ratios are 114 and 146. A layer whose response is concentrated at its two faces has no such suppression.

Truncation acts on $v$ alone. It leaves the $2\pi/q$ singularity of part (b), which belongs to the isolated layer and still has to be integrated on an adequate $\mathbf q$ mesh, and it leaves any dependence of $\chi_0$ on $L$ that enters through orbitals obtained with an untruncated electrostatic potential.

## Computed values

```
Hankel q=0.4 z=1.5: numeric 8.62071302, formula 8.62071302 bohr
q=0.3 k=0.0000 R=6.0: quad 116.546261 cut 116.546261 bare 139.626340 bohr^2
q=0.3 k=0.8000 R=7.0: quad 12.030777 cut 12.030777 bare 17.214206 bohr^2
q=0.05 k=0.5236 R=6.0: quad 79.072178 cut 79.072178 bare 45.422421 bohr^2
q=1.0 k=2.1000 R=4.0: quad 2.421248 cut 2.421248 bare 2.322804 bohr^2
v_cut(q=0.05, n=2, L=16, R=7) = -148.6296 bohr^2
q=0.3 L=12 z=1.3: w_bare 15.447558, w_cut 14.180246 bohr
q=0.3 L=12 z=8.0: w_bare 8.438768, w_cut 6.308197 bohr
L=16 theta=0.6 q=0.25 R=4.0: max|V-V_iso| = 1.95e-01 bohr
L=16 theta=0.6 q=0.25 R=6.0: max|V-V_iso| = 2.66e-13 bohr
L=16 theta=0.6 q=0.25 R=7.0: max|V-V_iso| = 3.15e-13 bohr
L=16 theta=0.6 q=0.25 R=10.0: max|V-V_iso| = 2.11e-13 bohr
L=16 theta=0.6 q=0.25 R=12.0: max|V-V_iso| = 2.60e-02 bohr
d=6.0 bohr, kF=0.5 1/bohr, dens=0.039789 1/bohr^2, w0=0.5 Ha, M=4
E_F=0.1250 Ha, E_j-E_1 = [0.4112 1.0966 2.0562] Ha
metal: E_iso = -2.0020e-03 Ha/bohr^2 = -0.05032 Ha/e = -1369.1 meV/e
 L=12: Gamma -1.1276e-02 stack -1.8873e-04 cut +1e-15 Ha/e
  L=12: Gamma -306.838, stack -5.136 meV/e
 L=24: Gamma -3.0533e-03 stack -2.7788e-05 cut +1e-15 Ha/e
 L=48: Gamma -8.0709e-04 stack -4.4802e-06 cut +1e-15 Ha/e
 L=96: Gamma -2.0949e-04 stack -7.5559e-07 cut +1e-15 Ha/e
 L=8 < 2d: cut error +1.159e-05 Ha/e
 L=10 < 2d: cut error +1.018e-07 Ha/e
gapped: E_iso = -3.9453e-04 Ha/bohr^2 = -0.00992 Ha/e = -269.8 meV/e
 L=12: Gamma +2.1802e-04 stack -1.6662e-05 cut +7e-16 Ha/e
  L=12: Gamma +5.933, stack -0.453 meV/e
 L=24: Gamma +3.7430e-05 stack -1.0146e-06 cut +7e-16 Ha/e
 L=48: Gamma +5.5096e-06 stack -6.3312e-08 cut +7e-16 Ha/e
 L=96: Gamma +7.4918e-07 stack -3.9663e-09 cut +7e-16 Ha/e
 L=8 < 2d: cut error +2.413e-05 Ha/e
 L=10 < 2d: cut error +1.649e-07 Ha/e
static alpha_par 0.15915, alpha_z0 0.22632, alpha_z 0.12480 bohr
int(az0-az)du = 0.037570 Ha bohr, int(apar+az)^2 du = 0.033177 Ha bohr^2
C_s = -0.005171, C_Gamma = 0.121852, sqrt(2 pi n) = 0.5000, kF/6 = 0.083333 a.u.
gapped stack L^-4 (Ha bohr^2): law -0.013465, L=4000 -0.013464, extrapolated -0.013466
gapped Gamma L^-3 (Ha bohr): law +0.028751, L=4000 +0.028690, extrapolated +0.028750
metal stack L^-5/2 (Ha bohr^1/2): law -0.002585, L=4000 -0.002589, extrapolated -0.002585
metal Gamma L^-5/2 part (Ha bohr^1/2): law +0.060926, L=4000 +0.060934, extrapolated +0.060928
metal Gamma dE*L^2 at L=4000: -0.082363 Ha
```
